# Debye relaxation at high frequency and the rotational f-sum rule

**Q.** I use the Debye formula for the orientational response of a dipolar medium at every frequency, including the terahertz range. It is causal, it obeys the Kramers–Kronig relations, and its loss $\varepsilon_2$ goes to zero at high frequency. I see no reason for an upper limit.

**A.** Those three properties are true, but they do not settle the matter. What does your formula say about absorbed power?

**Q.** Let me fix conventions. I use Hartree atomic units, $\varepsilon=1+4\pi\chi$ and fields varying as $e^{-i\omega t}$, so that absorption means $\varepsilon_2>0$. Then

$$\varepsilon(\omega)=1+\frac{\Delta\varepsilon}{1-i\omega\tau},\qquad \varepsilon_2=\Delta\varepsilon\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

A field of amplitude $E$ delivers the mean power $\omega\varepsilon_2E^2/(8\pi)$ per unit volume, so I need

$$\omega\varepsilon_2=\frac{\Delta\varepsilon}{\tau}\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2}\;\longrightarrow\;\frac{\Delta\varepsilon}{\tau}.$$

It levels off. The loss falls as $1/\omega$, which the factor $\omega$ cancels.

**A.** So the dipoles absorb the same power however fast the field reverses. Now integrate up to a cutoff $\Omega$. Writing the last fraction as $1-1/(1+\omega^2\tau^2)$ gives

$$S(\Omega)=\int_0^\Omega\omega\varepsilon_2\,d\omega=\frac{\Delta\varepsilon}{\tau}\left[\Omega-\frac{\arctan(\Omega\tau)}{\tau}\right],$$

which grows without bound.

**Q.** Why should that integral be finite? Kramers–Kronig does not demand it.

**A.** Correct. The Debye function has its single pole at $\omega=-i/\tau$, in the lower half plane, and $\varepsilon-1$ vanishes at infinity. That is enough for Kramers–Kronig. The finite integral comes from mechanics: a body with a moment of inertia cannot change its angular velocity instantly.

Take independent, rigid, linear dipoles $\mu\mathbf u$, with $|\mathbf u|=1$, moment of inertia $I$ and number density $N$, at temperature $T$. Neglect local fields, and set the permittivity of the surroundings to 1. What is the static response?

**Q.** In a weak static field along $z$, the Boltzmann weight is proportional to $1+\mu E u_z/kT$. Since $\langle u_z\rangle=0$ and $\langle u_z^2\rangle=1/3$ without the field, the mean dipole is $\mu^2E/(3kT)$. Hence

$$\chi_0=\frac{N\mu^2}{3kT},\qquad \Delta\varepsilon=4\pi\chi_0=\frac{4\pi N\mu^2}{3kT}.$$

**A.** Now switch that field off at $t=0$. Each starting state keeps its weight $1+\mu Eu_z(0)/kT$ and then moves freely, so the polarization is

$$P(t)=\frac{N\mu^2E}{kT}\langle u_z(0)u_z(t)\rangle=\chi_0E\,C(t),\qquad C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle.$$

Let $\phi(s)$ be the response to a field pulse a time $s$ earlier. The field acted until $t=0$, so $P(t)=E\int_t^\infty\phi(s)\,ds$, and differentiation gives $\phi=-\chi_0C'$. Integrating by parts with $C(0)=1$,

$$\frac{\chi(\omega)}{\chi_0}=-\int_0^\infty C'e^{i\omega t}dt=1+i\omega\tilde C(\omega),\qquad \tilde C=\int_0^\infty C\,e^{i\omega t}dt.$$

The imaginary part is $\varepsilon_2=\Delta\varepsilon\,\omega\,\mathrm{Re}\,\tilde C$.

**Q.** And $\mathrm{Re}\,\tilde C$ is the cosine transform of $C$, so I can invert it:

$$\Delta\varepsilon\,C(t)=\frac2\pi\int_0^\infty\frac{\varepsilon_2(\omega)}{\omega}\cos\omega t\,d\omega .$$

Two time derivatives bring down $-\omega^2$. At $t=0$,

$$\int_0^\infty\omega\varepsilon_2\,d\omega=-\frac\pi2\,\Delta\varepsilon\,C''(0).$$

**A.** Provided that $C$, continued evenly to negative times, has a second derivative at zero. This requires $C'(0)=0$. For real rotors $C'(0)=\langle\mathbf u\cdot\dot{\mathbf u}\rangle=0$, because $\mathbf u$ has fixed length.

For the second derivative, equilibrium averages do not depend on the time origin, so

$$C'(t)=\langle\mathbf u(0)\cdot\dot{\mathbf u}(t)\rangle=\langle\mathbf u(-t)\cdot\dot{\mathbf u}(0)\rangle,\qquad C''(t)=-\langle\dot{\mathbf u}(-t)\cdot\dot{\mathbf u}(0)\rangle.$$

The kinetic energy $\tfrac12I|\dot{\mathbf u}|^2$ has two quadratic terms, with mean $kT$ in total. Therefore

$$-C''(0)=\langle|\dot{\mathbf u}|^2\rangle=\frac{2kT}{I}\equiv K,\qquad \int_0^\infty\omega\varepsilon_2\,d\omega=\frac\pi2\Delta\varepsilon K=\frac{4\pi^2N\mu^2}{3I}.$$

**Q.** The temperature has cancelled, and friction never entered. Is this the f-sum rule?

**A.** It is the rotational share of it. Electrons and molecular vibrations have shares of their own. If you add a constant $\varepsilon_\infty$ to describe them, their absorption is missing from the model, and so are their shares.

The rotational share also survives quantization. For a free rotor, the golden rule with perturbation $-\mu u_zE\cos\omega t$ gives an absorption rate $\frac\pi2E^2\mu^2|\langle f|u_z|i\rangle|^2\delta(\omega-\omega_{fi})$, with $\omega_{fi}=E_f-E_i$. Equating the net power, absorption minus stimulated emission, to $\omega\varepsilon_2E^2/(8\pi)$ and integrating yields

$$\int_0^\infty\omega\varepsilon_2\,d\omega=4\pi^2N\mu^2\sum_{i,f}p_i\,\omega_{fi}|\langle f|u_z|i\rangle|^2,$$

where $p_i$ is the population. Emission terms enter with negative $\omega_{fi}$. The sum over $f$ is half the expectation value of a double commutator:

$$\sum_f\omega_{fi}|\langle f|u_z|i\rangle|^2=\tfrac12\langle i|[u_z,[H,u_z]]|i\rangle .$$

With $H=-\nabla^2/(2I)$ on the unit sphere, the product rule gives $[H,u_z]=-\frac1{2I}(\nabla^2u_z+2\nabla u_z\cdot\nabla)$. Commuting with $u_z$ leaves $|\nabla u_z|^2/I=\sin^2\theta/I$. Averaged over the $2J+1$ orientations of a level, $\sin^2\theta$ gives $2/3$, so the sum is $1/(3I)$ for every $J$. The classical result returns.

**Q.** Then what has Debye done wrong in terms of $C(t)$?

**A.** The Debye function corresponds to $C=e^{-t/\tau}$. Its slope at $t=0^+$ is $-1/\tau$, so its even continuation has a cusp. Look at the mean-square displacement of $\mathbf u$, which is $2(1-C)$. For Debye it starts as $2t/\tau$, so the root-mean-square displacement divided by $t$ is $\sqrt{2/(\tau t)}$. That speed diverges as $t\to0$. For a body with inertia the displacement starts as $Kt^2$, with the finite thermal speed $\sqrt K$. Debye describes rotational diffusion, which is a long-time description, and its plateau is the spectrum of the cusp.

**Q.** So I should put the inertia back. How do I do that without guessing a formula?

**A.** Start from the equation of motion. Let $\mathbf v=\dot{\mathbf u}$ and $s=|\mathbf v|^2$. The velocity changes through the constraint force, $-s\mathbf u$ per unit mass, through friction, $-\gamma\mathbf v$, and through white noise tangential to the sphere. The noise strength must keep the Maxwell distribution stationary. This fixes the velocity diffusion constant as $\gamma kT/I=\gamma K/2$.

Let $\mathbf U(t)$ be the mean of $\mathbf u(t)$ for given initial $\mathbf u,\mathbf v$. It obeys the backward equation

$$\partial_t\mathbf U=\left[\mathbf v\cdot\partial_{\mathbf u}-s\,\mathbf u\cdot\partial_{\mathbf v}-\gamma\mathbf v\cdot\partial_{\mathbf v}+\tfrac12\gamma K\nabla_v^2\right]\mathbf U .$$

Rotation and reflection symmetry restrict it to $\mathbf U=a\,\mathbf u+b\,\mathbf v$, with $a$ and $b$ functions of $t$ and $x=s/K$. What does each part of the operator do?

**Q.** The first two terms are free rotation, which conserves $s$. They turn $a\mathbf u$ into $a\mathbf v$, and $b\mathbf v$ into $-Kxb\,\mathbf u$.

For the friction and noise terms I use $\mathbf v\cdot\partial_{\mathbf v}a=2xa'$. In the two tangential dimensions $\nabla_v^2a=\frac4K(xa''+a')$. For $b\mathbf v$ there is an extra cross term, $2(\nabla_vb\cdot\nabla_v)\mathbf v=\frac4Kb'\mathbf v$. With primes denoting $d/dx$, the results are

$$a:\;2\gamma[xa''+(1-x)a'],\qquad b:\;2\gamma[xb''+(2-x)b']-\gamma b .$$

**A.** Those brackets are Laguerre operators. Acting on $L_n(x)$ and $L_n^{(1)}(x)$ respectively, they give $-n$ times the function. So expand $a=\sum_na_nL_n$ and $b=\sum_nb_nL_n^{(1)}$. The decay rates are $2n\gamma$ and $(2n+1)\gamma$.

The couplings follow from the generating function $G=\sum_nL_nz^n=e^{-xz/(1-z)}/(1-z)$, together with $\sum_nL_n^{(1)}z^n=G/(1-z)$. Multiplying the latter by $1-z$ gives $L_n=L_n^{(1)}-L_{n-1}^{(1)}$. Differentiating $G$ gives $xG/(1-z)=G-(1-z)\,dG/dz$, hence $xL_n^{(1)}=(n+1)(L_n-L_{n+1})$. Collecting coefficients,

$$\dot a_n=-2n\gamma a_n-K[(n+1)b_n-nb_{n-1}],$$
$$\dot b_n=-(2n+1)\gamma b_n+a_n-a_{n+1}.$$

Initially $a_0=1$ and all other coefficients vanish.

**Q.** To get $C$, I average $\mathbf u\cdot\mathbf U$ over the initial states. The $b$ part drops out because $\mathbf u\cdot\mathbf v=0$. The Maxwell weight of a two-dimensional velocity is $e^{-x}$, which is orthogonal to every $L_n$ with $n\ge1$. So $C=a_0$.

**A.** Now keep just the first two coefficients, setting $a_1=0$:

$$\dot a_0=-Kb_0,\qquad \dot b_0=-\gamma b_0+a_0 .$$

Differentiate the first and eliminate $b_0$:

$$\ddot C=-K\dot b_0=\gamma Kb_0-Ka_0=-\gamma\dot C-KC .$$

Transform it with $R=\chi/\chi_0=1+i\omega\tilde C$. We have $\int_0^\infty\dot Ce^{i\omega t}dt=-R$. Because $\dot C(0)=0$, the second derivative transforms into $i\omega R$. Also $\tilde C=(R-1)/(i\omega)$. Thus

$$i\omega R-\gamma R+\frac{K(R-1)}{i\omega}=0\;\Longrightarrow\;R=\frac{K}{K-\omega^2-i\omega\gamma},$$

where the last step multiplies by $i\omega$ and collects $R$. With $\tau=\gamma/K$ and $\tau_I=1/\gamma$,

$$\varepsilon(\omega)=1+\frac{\Delta\varepsilon}{1-i\omega\tau-\omega^2\tau\tau_I},\qquad \tau\tau_I=\frac1K=\frac{I}{2kT}.$$

This is the Rocard form.

**Q.** It has the shape of a Lorentz oscillator with $\omega_0^2=K$. Let me check the sum rule. Its correlation function has $\dot C(0)=0$ and $\ddot C(0)=-K$, so the integral is $\frac\pi2\Delta\varepsilon K$, as required. Could I also treat $\tau_I$ as a free fitting parameter?

**A.** You would get a finite integral, $\frac\pi2\Delta\varepsilon/(\tau\tau_I)$, but it would be the right one only if $\tau\tau_I=I/(2kT)$. Doubling $\tau_I$ at fixed $\tau$ halves the sum. A bounded integral by itself does not show that the inertia is correct.

**Q.** What happens to my plateau?

**A.** Take the imaginary part, multiply by $\omega$, and divide numerator and denominator by $\omega^2$:

$$\omega\varepsilon_2=\frac{\Delta\varepsilon\,\omega^2\tau}{(1-\omega^2/K)^2+\omega^2\tau^2}=\frac{\Delta\varepsilon}{\tau}\,\frac{\tau^2}{\tau^2+(1/\omega-\omega/K)^2}.$$

The maximum lies at $\omega=\sqrt K$, and its height is the Debye plateau $\Delta\varepsilon/\tau$. Half height requires $|1/\omega-\omega/K|=\tau$, or $\omega^2\pm\gamma\omega-K=0$. The positive roots are $\frac12(\sqrt{\gamma^2+4K}\mp\gamma)$, so the full width is $\gamma$. Far above both $\gamma$ and $\sqrt K$, $\omega\varepsilon_2$ falls as $\Delta\varepsilon K\gamma/\omega^2$.

When $\kappa=\tau_I/\tau=K/\gamma^2$ is small, there is a wide range $1/\tau\ll\omega\ll\gamma$ in which the Debye plateau is a good approximation. Its ends are a factor $1/\kappa$ apart, so it is wide only for very small $\kappa$: at $\kappa=0.05$ the long chain stays within 10% of the plateau only between $0.12\gamma$ and $0.42\gamma$. For $\omega\tau\gg1$ the ratio of Rocard to Debye is about $1/(1-2\kappa+\omega^2/\gamma^2)$, because $(1-\omega^2/K)^2+\omega^2\tau^2=1+\omega^2\tau^2(1-2\kappa+\omega^2/\gamma^2)$. As $\kappa\to0$ this becomes $1/(1+\omega^2/\gamma^2)$. The Debye formula therefore needs $\omega\tau_I\ll1$ as well as small $\kappa$.

**Q.** You dropped $a_1$. How much does that cost?

**A.** Integrate the chain over all time, with capitals for the integrals. The $a_0$ equation gives $-1=-KB_0$, so $B_0=1/K$. The $b_0$ equation gives $A_0=\gamma B_0+A_1$. The $a_1$ equation gives $2\gamma A_1=KB_0-2KB_1$. Here $B_1$ is about $A_1/(3\gamma)$, so its term is smaller than $2\gamma A_1$ by a factor of order $\kappa$. To leading order $A_1=1/(2\gamma)$, and

$$\int_0^\infty C\,dt=A_0=\frac\gamma K+\frac1{2\gamma}=\tau\left(1+\frac\kappa2+O(\kappa^2)\right).$$

Rocard gives $\tau$. For heavy friction the omission is thus a small correction. For light friction it is not: in a direct simulation of rotating dipoles at $\kappa=2$, the largest deviation in $C(t)$, relative to $C(0)=1$, was 0.24 for Rocard and 0.0035 for the long chain. The latter is compatible with the statistical error, which for 60000 rotors is about $1/\sqrt{3\times60000}\approx0.0024$ per value once $C$ has decayed.

**Q.** I would like numbers for a case where Rocard should work.

**A.** Take round model parameters in atomic units: $N=10^{-5}$, $\mu=1$, $kT=10^{-3}$ (316 K), $I=10^6$ and $\gamma=2\times10^{-4}$. Then

$$K=\frac{2\times10^{-3}}{10^6}=2\times10^{-9},\qquad \tau=\frac{2\times10^{-4}}{2\times10^{-9}}=10^5,\qquad \tau_I=5\times10^3 .$$

The two times are 2.42 ps and 0.121 ps, and $\kappa=0.05$. The static part is $\Delta\varepsilon=4\pi\times10^{-5}/(3\times10^{-3})=0.0419$, small enough to keep the local-field correction near 1.4% when the surroundings have permittivity 1. These are model values, not a real sample: $N$ is $6.7\times10^{19}\ \mathrm{cm^{-3}}$, a gas at about 3 bar, whose collision rate lies far below $\gamma=8\times10^{12}\ \mathrm{s^{-1}}$. Such friction needs a dense solvent, and one with $n^2\approx2$ would raise $\Delta\varepsilon$ by about $((n^2+2)/3)^2\approx1.8$. The plateau is $\Delta\varepsilon/\tau=4.19\times10^{-7}$.

Here is $\omega\varepsilon_2$ in units of that plateau, with the long chain as the reference for this friction model:

| $\omega\tau$ | Debye | Rocard | chain |
|---|---|---|---|
| 0.1 | 0.0099 | 0.0099 | 0.0101 |
| 1 | 0.500 | 0.526 | 0.525 |
| 4.47 | 0.952 | 1.000 | 0.976 |
| 20 | 0.998 | 0.526 | 0.530 |
| 200 | 1.000 | 0.0099 | 0.0099 |

**Q.** At $\omega\tau=20$, which is $\omega=\gamma$, Debye is nearly twice too large. At 200 it is too large by a factor of about 100. But in the first row Debye and Rocard agree with each other and both miss the chain by about 2.5%.

**A.** That is the correction to the relaxation time. At low frequency $\omega\varepsilon_2\approx\Delta\varepsilon\,\omega^2\int_0^\infty C\,dt$, and the chain gives an integral of $1.025\,\tau$, in line with $1+\kappa/2$. The repeated Rocard values have a simple origin too: $(1/\omega-\omega/K)^2$ is unchanged when $\omega$ is replaced by $K/\omega$.

**Q.** And the sum rule?

**A.** The required value is $4\pi^2\times10^{-5}/(3\times10^6)=1.316\times10^{-10}$. Rocard and the chain both reproduce it. Up to $\omega=10\gamma$, Rocard has collected 94% of it, while Debye has collected 6.3 times the whole. Up to $100\gamma$, Debye has reached 64 times the whole.

You can estimate where Debye exhausts the allowance. Set $S(\Omega)=\frac\pi2\Delta\varepsilon K$, multiply by $\tau/\Delta\varepsilon$, and use $K\tau=\gamma$ and $\arctan(\Omega\tau)\approx\pi/2$:

$$\Omega\approx\frac\pi2\left(\gamma+\frac1\tau\right)=\frac\pi2(1+\kappa)\gamma\approx1.65\,\gamma .$$

The numerical root is $1.648\,\gamma$, or 2.17 THz.

**Q.** Would this show up in a transmission measurement?

**A.** In this model, yes. The intensity decays as $e^{-\alpha z}$ with $\alpha=2(\omega/c)\,\mathrm{Im}\sqrt\varepsilon$. For weak loss $\mathrm{Im}\sqrt\varepsilon\approx\varepsilon_2/(2n)$, so $\alpha=\omega\varepsilon_2/(nc)$. With refractive index $n\approx1$, Debye predicts a constant $\alpha=0.58\ \mathrm{cm^{-1}}$ at all high frequencies. With inertia, the medium becomes transparent again above the rotational band.

**Q.** Then I replace Debye by Rocard and use that at every frequency.

**A.** That would repeat the error one order higher. Rocard has $\varepsilon_2\to\Delta\varepsilon K\gamma/\omega^3$, so $\omega^3\varepsilon_2$ tends to a constant and the third moment $\int\omega^3\varepsilon_2\,d\omega$ diverges. Four time derivatives of the inversion formula give $\int_0^\infty\omega^3\varepsilon_2\,d\omega=\frac\pi2\Delta\varepsilon\,C''''(0)$, and shifting the time origin as before gives $C''''(0)=\langle|\ddot{\mathbf u}|^2\rangle$. Since $\ddot{\mathbf u}$ is the centripetal term $-s\mathbf u$ plus the tangential acceleration due to the torque, this moment is finite for any rotor whose mean-square torque is finite.

**Q.** Does the long chain cure that?

**A.** No. At $t=0^+$ the chain gives $\dot b_0=1$, $\dot a_0=\dot a_1=0$ and hence $\ddot b_0=-\gamma$, so $\dddot C=-K\ddot b_0=K\gamma$. Repeated integration by parts turns this odd derivative into $\mathrm{Re}\,\tilde C\to K\gamma/\omega^4$, which is the Rocard tail. The cause is the white noise, which lets friction respond instantly.

Give the friction in the Rocard form a memory time $\tau_m$, replacing $\gamma$ by $\gamma/(1-i\omega\tau_m)$. Its real part is $\gamma/(1+\omega^2\tau_m^2)$, so the tail of $\varepsilon_2$ steepens from $\omega^{-3}$ to $\omega^{-5}$. In time, the friction term becomes an integral over the past values of $\dot C$ since $t=0$. It vanishes at $t=0$, leaving $\ddot C(0)=-K$ and the f-sum unchanged. The numerical check confirms both statements. Memory also removes the plateau as a ceiling: at the frequency where the real part of the denominator vanishes, $\omega\varepsilon_2=(\Delta\varepsilon/\tau)(1+\omega^2\tau_m^2)$. For $\kappa=0.05$ and $\tau_m=2\tau_I$ the peak is 2.5 times the plateau.

**Q.** What other limits should I keep in mind?

**A.** The treatment of the motion is classical, which needs $\omega\ll kT$ in these units. In the example $\gamma/kT=0.2$, so the roll-off is reasonably covered, but the far tail is a property of the model. The table row $\omega\tau=200$ and the cutoff $10\gamma$ lie at $\omega=2kT$, and $100\gamma$ at $20kT$, outside the classical range. In a dense polar liquid, local fields and correlations between dipoles invalidate the independent-rotor formulas used here for $\Delta\varepsilon$ and $C(t)$.

**Q.** So causality lets my Debye formula pass at any frequency, but inertia limits it to $\omega\ll1/\tau_I$, and I can calculate $\tau_I$ from $I/(2kT\tau)$ instead of fitting it.

**A.** Yes, for independent linear rotors with heavy friction whose memory time is short compared with $\tau_I$. If $\tau_m$ is comparable to $\tau_I$ or longer, $\omega\ll1/\tau_I$ is no longer sufficient and the absorption can rise above the Debye plateau. If $\tau_I$ comes out comparable to $\tau$, neither short formula is reliable. The full chain is then the solution for white-noise friction only, and the line shape depends on the collision model.

## Calculated quantities

```
density N = 1.0e-05 a.u., dipole mu = 1.0 a.u.
kT = 1.0e-03 hartree = 315.8 K
moment of inertia I = 1.0e+06 a.u.
friction rate gamma = 2.0e-04 a.u.; gamma/kT = 0.20
K = 2kT/I = 2.000e-09 a.u.; sqrt(K) = 4.4721e-05 a.u.
Debye time tau = 1.0000e+05 a.u. = 2.419 ps
inertial time tau_I = 5.0000e+03 a.u. = 0.1209 ps
kappa = tau_I/tau = 0.0500
static orientational part D = 0.04189
Debye plateau D/tau = 4.1888e-07 a.u.
plateau absorption = 0.5776 cm^-1
exact rotational f-sum = 1.31595e-10 a.u.
quantum rotor f-sum, J=0 and J=4 = 1.31595e-10, 1.31595e-10 a.u.
Rocard sum / exact = 1.000000
full chain sum / exact = 1.000000
Rocard sum / exact with doubled tau_I = 0.500000
memory friction (memory time 0.5/gamma) sum / exact = 1.000000
w*eps2 divided by D/tau:  w*tau, Debye, Rocard, full chain
      0.100  0.009901  9.9108e-03  1.0149e-02
      1.000  0.500000  5.2562e-01  5.2451e-01
      4.472  0.952381  1.0000e+00  9.7626e-01
     20.000  0.997506  5.2562e-01  5.3000e-01
    200.000  0.999975  9.9108e-03  9.9296e-03
   2000.000  1.000000  9.9991e-05  9.9993e-05
partial sum / exact f-sum:  cutoff/gamma, Debye, Rocard
     1.0  0.5882  0.4907
    10.0  6.3164  0.9365
   100.0  63.6120  0.9936
Debye uses up the f-sum at w = 3.2956e-04 a.u. = 1.6478 gamma = 2.168 THz
Rocard peak of w*eps2 at w = 4.4721e-05 a.u. = 0.294 THz
Rocard half-height points = 9.5445e-06, 2.0954e-04 a.u.
chain relaxation time / tau = 1.02459
simulation at kappa = 2.0: largest error in C(t), chain 0.0035, Rocard 0.2352
eps2 drop when w doubles from 200 gamma: Rocard 8.000, memory 32.000
```
